\section*{The Fluctuation-Dissipation Theorem Derived Twice and Checked on a Thermal Oscillator}

\section{A particle that trembles and absorbs}

A particle bound in a well and held at temperature $T$ does not sit still: its position fluctuates. If a weak force oscillates at the frequency of a transition between two levels that the force couples, the particle also absorbs energy. The first observation concerns the undisturbed particle, the second its reaction to a disturbance. The question is whether the spectrum of the fluctuations determines the absorption, and conversely.

Let $H$ be the time-independent Hamiltonian and $A$ a Hermitian operator, such as the position. Before the force acts, the state is canonical,
\begin{equation}
\rho=\frac{e^{-\beta H}}{Z},\qquad Z=\mathrm{Tr}\,e^{-\beta H},\qquad \beta=\frac{1}{k_BT}.
\end{equation}
Angle brackets denote averages in $\rho$, and $A(t)=e^{iHt/\hbar}Ae^{-iHt/\hbar}$. With $\delta A=A-\langle A\rangle$, the fluctuations are described by
\begin{equation}
C(t)=\langle\delta A(t)\,\delta A(0)\rangle,\qquad
S(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t}C(t).
\label{defS}
\end{equation}
The force $F(t)$ enters through $H-F(t)A$, and $\chi(\omega)$ is the linear response of $\langle A\rangle$ to it. The result to be proved is
\begin{equation}
S(\omega)=\frac{2\hbar\,\mathrm{Im}\,\chi(\omega)}{1-e^{-\beta\hbar\omega}}+2\pi C_0\,\delta(\omega),
\label{fdt}
\end{equation}
together with detailed balance,
\begin{equation}
S(-\omega)=e^{-\beta\hbar\omega}S(\omega).
\label{db}
\end{equation}
The constant $C_0$ is the part of $C(t)$ that neither oscillates nor decays. It vanishes for the oscillator treated below but not for the four-level model, and the theorem is incomplete without it. Spectra may contain delta functions, so these equations are equalities between distributions.

\section{Response and absorbed energy}

Both derivations start from the Kubo formula. Write the disturbed density matrix as $\rho+\delta\rho(t)$. Since $[H,\rho]=0$, the equation of motion to first order in $F$ is
\begin{equation}
i\hbar\,\frac{d}{dt}\delta\rho=[H,\delta\rho]-F(t)[A,\rho].
\end{equation}
With $\delta\rho=0$ in the distant past, its solution is
\begin{equation}
\delta\rho(t)=\frac{i}{\hbar}\int_{-\infty}^{t}dt'\,F(t')\,e^{-iH(t-t')/\hbar}[A,\rho]e^{iH(t-t')/\hbar}.
\end{equation}
Differentiating the upper limit gives $(i/\hbar)F[A,\rho]$, which becomes $-F[A,\rho]$ after multiplication by $i\hbar$; differentiating the exponentials gives $[H,\delta\rho]$. Now multiply by $A$ and take the trace. With $\tau=t-t'$, cyclicity gives
\begin{equation}
\mathrm{Tr}\{[A,\rho]A(\tau)\}=\mathrm{Tr}\{\rho A(\tau)A-\rho AA(\tau)\}=\langle[A(\tau),A(0)]\rangle .
\end{equation}
Therefore
\begin{equation}
\delta\langle A\rangle(t)=\int_{-\infty}^{t}dt'\,\phi(t-t')F(t'),\qquad
\phi(t)=\frac{i}{\hbar}\langle[A(t),A(0)]\rangle,
\label{kubo}
\end{equation}
and
\begin{equation}
\chi(\omega)=\int_0^\infty dt\,\phi(t)\,e^{i\omega t-\eta t},\qquad \eta\to0^+.
\label{chi}
\end{equation}

The imaginary part of $\chi$ measures absorption. During a pulse,
\begin{equation}
\frac{d\langle H\rangle}{dt}=\frac{i}{\hbar}\langle[H-FA,H]\rangle_t
=F\,\frac{i}{\hbar}\langle[H,A]\rangle_t=F\,\frac{d\langle A\rangle}{dt},
\end{equation}
where the subscript marks the disturbed state. The last step holds because $FA$ commutes with $A$. Let $F(\omega)=\int dt\,e^{i\omega t}F(t)$. Then $\delta\langle A\rangle$ has the transform $\chi(\omega)F(\omega)$, and its time derivative brings a factor $-i\omega$. To second order in the force,
\begin{equation}
\Delta E=\int\frac{d\omega}{2\pi}\,(-i\omega)\chi(\omega)|F(\omega)|^2
=\int\frac{d\omega}{2\pi}\,\omega\,\mathrm{Im}\,\chi(\omega)\,|F(\omega)|^2 .
\label{energy}
\end{equation}
The real part of $\chi$ drops out: $\phi$ is real, so $\mathrm{Re}\,\chi$ is even in $\omega$, as is $|F(\omega)|^2$, and the factor $\omega$ makes that integrand odd.

\section{First derivation: counting transitions}

Assume that $H$ has discrete levels, $H|n\rangle=E_n|n\rangle$, with $p_n=e^{-\beta E_n}/Z$ and $\omega_{mn}=(E_m-E_n)/\hbar$. Inserting a complete set of states between the two operators in $C(t)$ gives
\begin{equation}
C(t)=\sum_{nm}p_n|\delta A_{nm}|^2e^{-i\omega_{mn}t},
\end{equation}
and, since $\int dt\,e^{i(\omega-\omega_{mn})t}=2\pi\delta(\omega-\omega_{mn})$,
\begin{equation}
S(\omega)=2\pi\sum_{nm}p_n|\delta A_{nm}|^2\,\delta(\omega-\omega_{mn}).
\label{Slines}
\end{equation}
At $\omega>0$ the spectrum collects transitions in which the system goes up by $\hbar\omega$, weighted by the population of the starting level. At $\omega<0$ it collects the downward ones.

For the response, subtracting the number $\langle A\rangle$ from $A$ leaves the commutator unchanged. Its second term is
\begin{equation}
\langle\delta A(0)\delta A(t)\rangle=\sum_{nm}p_n|\delta A_{nm}|^2e^{i\omega_{mn}t}
=\sum_{nm}p_m|\delta A_{nm}|^2e^{-i\omega_{mn}t},
\end{equation}
where the last form exchanges the labels $n$ and $m$ and uses $\omega_{nm}=-\omega_{mn}$. Hence
\begin{equation}
\phi(t)=\frac{i}{\hbar}\sum_{nm}(p_n-p_m)|\delta A_{nm}|^2e^{-i\omega_{mn}t}.
\end{equation}
The integral in Eq.~(\ref{chi}) is $\int_0^\infty dt\,e^{i(\omega-\omega_{mn}+i\eta)t}=i/(\omega-\omega_{mn}+i\eta)$, so
\begin{equation}
\chi(\omega)=-\frac1\hbar\sum_{nm}\frac{(p_n-p_m)|\delta A_{nm}|^2}{\omega-\omega_{mn}+i\eta}.
\label{chilines}
\end{equation}
Because $\mathrm{Im}[-1/(u+i\eta)]=\eta/(u^2+\eta^2)\to\pi\delta(u)$,
\begin{equation}
\mathrm{Im}\,\chi(\omega)=\frac{\pi}{\hbar}\sum_{nm}(p_n-p_m)|\delta A_{nm}|^2\,\delta(\omega-\omega_{mn}).
\label{imlines}
\end{equation}
Absorption is the excess of upward over downward transitions, whereas $S(\omega)$ counts one direction.

So far the $p_n$ could have been the populations of any state diagonal in the energy basis. The canonical form now enters: $p_m=p_ne^{-\beta\hbar\omega_{mn}}$, and the delta function sets $\omega_{mn}=\omega$. The factor $1-e^{-\beta\hbar\omega}$ therefore leaves the sum,
\begin{equation}
2\hbar\,\mathrm{Im}\,\chi(\omega)=(1-e^{-\beta\hbar\omega})\,S(\omega).
\label{product}
\end{equation}
For detailed balance, replace $\omega$ by $-\omega$ in Eq.~(\ref{Slines}) and exchange the labels:
\begin{equation}
S(-\omega)=2\pi\sum_{nm}p_m|\delta A_{nm}|^2\delta(\omega-\omega_{mn})
=e^{-\beta\hbar\omega}S(\omega).
\end{equation}

Equation~(\ref{product}) may be divided by its factor wherever $\omega\neq0$. At $\omega=0$ the factor vanishes and erases the terms with $E_n=E_m$, whose total weight is
\begin{equation}
C_0=\sum_{E_n=E_m}p_n|\delta A_{nm}|^2 .
\end{equation}
If the nonzero transition frequencies do not accumulate at zero, restoring this term gives Eq.~(\ref{fdt}).

\subsection*{What the zero-frequency term means}

$C_0$ can be found from two static measurements. Let a constant force $F$ act while the system stays in equilibrium with a bath. Using $\delta A$ in place of $A$ in the exponent changes $e^{-\beta(H-FA)}$ by a numerical factor, which normalization cancels. Define $G(\lambda)=e^{\lambda H}e^{-\lambda(H-F\delta A)}$. Then $G(0)=1$ and
\begin{equation}
\frac{dG}{d\lambda}=e^{\lambda H}F\delta A\,e^{-\lambda(H-F\delta A)}
\simeq F\,e^{\lambda H}\delta A\,e^{-\lambda H}
\end{equation}
to first order. Integrate from $0$ to $\beta$ and multiply by $e^{-\beta H}$ from the left. The partition function has no first-order change because $\langle\delta A\rangle=0$. The isothermal susceptibility is thus
\begin{equation}
\chi_T=\int_0^\beta d\lambda\,\langle e^{\lambda H}\delta A\,e^{-\lambda H}\delta A\rangle
=\sum_{nm}p_n|\delta A_{nm}|^2\int_0^\beta d\lambda\,e^{\lambda(E_n-E_m)}.
\end{equation}
Terms with equal energies give $\beta C_0$. For the others, $p_ne^{\beta(E_n-E_m)}=p_m$, so each contributes $|\delta A_{nm}|^2(p_n-p_m)/(E_m-E_n)$. Their sum is $\chi(0)$, as Eq.~(\ref{chilines}) shows at $\omega=0$. Hence
\begin{equation}
\chi_T-\chi(0)=\beta C_0 .
\end{equation}
The bath can repopulate levels that the force shifts, while the isolated system keeps its populations. Here $\chi(0)$ is the response to a force switched on slowly compared with every nonzero transition frequency. A small splitting of a degenerate pair moves the terms that connect its two levels from $\beta C_0$ into $\chi(0)$, while $\chi_T$ hardly changes.

A four-level model with a degenerate pair and a random Hermitian $A$ illustrates this, in units where $\hbar$ and an energy $\varepsilon$ are one. At $\beta=1.5$ the susceptibilities are $\chi_T=3.0978$ and $\chi(0)=2.7016$. Their difference, $0.3962$, agrees with $\beta C_0=1.5\times0.2641$.

\section{Second derivation: a shift in imaginary time}

The second route does not expand in energy levels. First express $\mathrm{Im}\,\chi$ through $C(t)$. Because $\rho$ commutes with $H$, averages depend on time differences alone, so $\langle\delta A(0)\delta A(t)\rangle=C(-t)$ and
\begin{equation}
\phi(t)=\frac{i}{\hbar}[C(t)-C(-t)].
\end{equation}
This function is odd in $t$. It is also real, since $i$ times the commutator of two Hermitian operators is Hermitian. With $\eta\to0^+$ understood,
\begin{align}
\mathrm{Im}\,\chi(\omega)&=\int_0^\infty dt\,\phi(t)\sin\omega t\,e^{-\eta t}
=\frac12\int_{-\infty}^{\infty}dt\,\phi(t)\sin\omega t\,e^{-\eta|t|}\nonumber\\
&=\frac{1}{2i}\int_{-\infty}^{\infty}dt\,\phi(t)e^{i\omega t}e^{-\eta|t|}
=\frac{S(\omega)-S(-\omega)}{2\hbar}.
\label{anti}
\end{align}
The second form holds because $\phi(t)\sin\omega t$ is even, the third because $\phi(t)\cos\omega t$ is odd and integrates to zero. In the last step $(1/2i)(i/\hbar)=1/(2\hbar)$, and the transform of $C(-t)$ is $S(-\omega)$.

A second relation between $S(\omega)$ and $S(-\omega)$ comes from the canonical state. The operator $e^{-\beta H}$ acts like evolution through an imaginary time:
\begin{align}
C(-t)&=\frac1Z\mathrm{Tr}\{e^{-\beta H}\delta A\,\delta A(t)\}
=\frac1Z\mathrm{Tr}\{\delta A(t)\,e^{-\beta H}\delta A\}\nonumber\\
&=\frac1Z\mathrm{Tr}\{e^{-\beta H}\,[e^{\beta H}\delta A(t)e^{-\beta H}]\,\delta A\}
=C(t-i\hbar\beta).
\label{kms}
\end{align}
The bracket is $\delta A(t-i\hbar\beta)$, because $e^{iH(t-i\hbar\beta)/\hbar}=e^{iHt/\hbar}e^{\beta H}$. Equation~(\ref{kms}) is the Kubo--Martin--Schwinger relation.

Assume that $C(s)$ is analytic in the strip $-\hbar\beta<\mathrm{Im}\,s<0$, and continuous and bounded up to its edges. It need not decay at long times; for an oscillator it does not. A Gaussian factor makes the integrals converge:
\begin{equation}
S_\epsilon(\omega)=\int_{-\infty}^{\infty}dt\,e^{i\omega t-\epsilon t^2/2}C(t),\qquad \epsilon>0 .
\end{equation}
The integrand is analytic in the strip and vanishes at its far ends, so by Cauchy's theorem the path may be moved from $s=t$ to $s=t-i\hbar\beta$. On the new path,
\begin{equation}
i\omega s-\frac{\epsilon s^2}{2}=i(\omega+\epsilon\hbar\beta)t-\frac{\epsilon t^2}{2}+\beta\hbar\omega+\frac{\epsilon(\hbar\beta)^2}{2}.
\end{equation}
Replacing $C(t-i\hbar\beta)$ by $C(-t)$ gives
\begin{equation}
S_\epsilon(\omega)=e^{\beta\hbar\omega+\epsilon(\hbar\beta)^2/2}\,S_\epsilon(-\omega-\epsilon\hbar\beta).
\end{equation}
As $\epsilon\to0$ the frequency shift and the extra exponent disappear, leaving $S(\omega)=e^{\beta\hbar\omega}S(-\omega)$, which is Eq.~(\ref{db}). Substituting it into Eq.~(\ref{anti}) reproduces Eq.~(\ref{product}).

Dividing by the factor again leaves a term proportional to $\delta(\omega)$ undetermined. Its coefficient must be taken from the fluctuations themselves, as the long-time average
\begin{equation}
C_0=\lim_{\mathcal T\to\infty}\frac{1}{2\mathcal T}\int_{-\mathcal T}^{\mathcal T}dt\,C(t).
\end{equation}
For discrete levels the oscillating terms average to zero, and this is the $C_0$ found before.

\section{What each derivation assumes}

Both derivations need a weak force, a time-independent $H$, one Hermitian operator $A$ that is both pushed and observed, and a canonical initial state. They differ in how these assumptions do their work.

The first assumes discrete levels. In return it identifies each contribution, including $C_0$. Temperature enters through the population ratio of two levels, which depends on their energy difference and on nothing else about them. That is why one factor can be taken out of a sum over many different transitions.

The second replaces the level sum by analyticity and boundedness of $C$ in a strip of width $\hbar\beta$. The derivation of Eq.~(\ref{kms}) from the trace still needs a finite $Z$, which forces discrete levels. If Eq.~(\ref{kms}) is instead taken as the description of equilibrium, as for an infinite system, the rest of the argument does not need $\rho$ written out. It then covers continuous spectra as well, provided $C$ is bounded, which requires a finite variance $\langle\delta A^2\rangle$. The price is that $C_0$ appears as a constant the argument cannot fix.

They also separate what belongs to stationarity from what belongs to temperature. Equation~(\ref{anti}) holds in any state that commutes with $H$; Eq.~(\ref{db}) used the canonical state. In the four-level model, one can define an apparent inverse temperature for each line by $\ln[S(\omega)/S(-\omega)]/(\hbar\omega)$, using line areas. In the canonical state the lines at $\omega=0.6$, $1.0$ and $1.6$ all give $1.5$. With stationary but non-canonical populations they give $3.47$, $-1.10$ and $0.61$. No single temperature then connects fluctuation and absorption, although Eq.~(\ref{anti}) still holds.

The same model checks Eq.~(\ref{energy}). A weak pulse deposits $2.921\times10^{-6}\,\varepsilon$ when the density matrix is propagated, and $2.926\times10^{-6}\,\varepsilon$ according to the formula. The difference is $0.17\%$ of the latter. The formula holds to second order in the force; the source of this residue was not examined.

\section{Quantum and classical limits}

For $\omega\neq0$, adding $S(-\omega)$ from Eq.~(\ref{db}) to $S(\omega)$ gives the symmetrized spectrum,
\begin{equation}
\frac{S(\omega)+S(-\omega)}{2}
=\hbar\,\frac{1+e^{-\beta\hbar\omega}}{1-e^{-\beta\hbar\omega}}\,\mathrm{Im}\,\chi(\omega)
=\hbar\coth\!\left(\frac{\beta\hbar\omega}{2}\right)\mathrm{Im}\,\chi(\omega).
\end{equation}
When $k_BT\gg\hbar|\omega|$, the expansion $1-e^{-\beta\hbar\omega}\simeq\beta\hbar\omega$ turns Eq.~(\ref{fdt}) into $S\simeq2k_BT\,\mathrm{Im}\,\chi/\omega$ at $\omega\neq0$; the term $2\pi C_0\,\delta(\omega)$ remains. Planck's constant has gone from the relation between $S$ and $\mathrm{Im}\,\chi$, and the two signs of frequency are equally strong up to a relative difference of order $\beta\hbar|\omega|$. As $T\to0$ at fixed $\omega>0$, $S(\omega)\to2\hbar\,\mathrm{Im}\,\chi(\omega)$ and $S(-\omega)\to0$: a system in its ground state can take up energy but has none to give.

\section{The thermal oscillator}

Take $H=p^2/(2m)+m\Omega^2x^2/2$ and $A=x$. The two sides of the theorem can be computed separately.

For the response, the Heisenberg equations give $x(t)=x\cos\Omega t+(p/m\Omega)\sin\Omega t$. Since $[p,x]=-i\hbar$,
\begin{equation}
\phi(t)=\frac{i}{\hbar}\,\frac{-i\hbar}{m\Omega}\sin\Omega t=\frac{\sin\Omega t}{m\Omega},
\end{equation}
which is independent of temperature. With $z=\omega+i\eta$, writing the sine as two exponentials gives
\begin{equation}
\chi(\omega)=\frac{1}{2m\Omega}\left[\frac{1}{z+\Omega}-\frac{1}{z-\Omega}\right]=\frac{1}{m(\Omega^2-z^2)},
\end{equation}
\begin{equation}
\mathrm{Im}\,\chi(\omega)=\frac{\pi}{2m\Omega}\,[\delta(\omega-\Omega)-\delta(\omega+\Omega)].
\end{equation}

For the fluctuations, write $x(t)=\sqrt{\hbar/2m\Omega}\,(ae^{-i\Omega t}+a^\dagger e^{i\Omega t})$. With $q=e^{-\beta\hbar\Omega}$, the mean occupation is
\begin{equation}
n=\langle a^\dagger a\rangle=\frac{\sum_k kq^k}{\sum_k q^k}=\frac{q/(1-q)^2}{1/(1-q)}=\frac{q}{1-q},
\end{equation}
while $\langle aa^\dagger\rangle=n+1$ and $\langle aa\rangle=\langle a^\dagger a^\dagger\rangle=0$. Hence
\begin{equation}
S(\omega)=\frac{\pi\hbar}{m\Omega}\,[(n+1)\,\delta(\omega-\Omega)+n\,\delta(\omega+\Omega)].
\end{equation}
The line ratio is $n/(n+1)=q$, as detailed balance requires. At $+\Omega$ the theorem predicts the area $(\pi\hbar/m\Omega)/(1-q)$, which agrees because $n+1=1/(1-q)$. At $-\Omega$ both $\mathrm{Im}\,\chi$ and the factor are negative, and the quotient is $(\pi\hbar/m\Omega)/(q^{-1}-1)=(\pi\hbar/m\Omega)\,n$. There is no line at zero frequency, so $C_0=0$. Integrating the spectrum gives
\begin{equation}
\langle x^2\rangle=\int\frac{d\omega}{2\pi}S(\omega)=\frac{\hbar}{2m\Omega}(2n+1)=\frac{\hbar}{2m\Omega}\coth\frac{\beta\hbar\Omega}{2}.
\end{equation}

For numbers, take $m=1000$, $\Omega=0.005$ and $k_BT=0.004$ in Hartree atomic units; the temperature is $1263$~K. Then $\beta\hbar\Omega=1.25$, $q=0.2865$ and $n=0.4016$. The numerical check diagonalizes $H$ on a position grid and obtains the response from the motion after an impulse, separately from $C(t)$. The amplitude of that motion per unit impulse is $1/(m\Omega)=0.2000$, so the line of $\mathrm{Im}\,\chi$ at $+\Omega$ has area $\pi\times0.2000/2=0.31416$. The theorem then predicts
\begin{equation}
\frac{2\times0.31416}{1-0.2865}=0.8806
\end{equation}
for the area of the fluctuation line at $+\Omega$, and the correlation function gives $0.8806\,a_0^2$. The line at $-\Omega$ has area $0.2523\,a_0^2$, and $0.2523/0.8806=0.2865=q$. The two areas together give $\langle x^2\rangle=(0.8806+0.2523)/(2\pi)=0.1803\,a_0^2$, equal to the variance of the grid density.

The classical variance is $k_BT/(m\Omega^2)$. At $k_BT=0.001$ it is $0.0400\,a_0^2$, far below the quantum value $0.1014\,a_0^2$, which is almost entirely the zero-point variance $0.1000\,a_0^2$. At $k_BT=0.008$ the two are $0.3200$ and $0.3303\,a_0^2$, and the classical value is low by $3\%$ of the quantum one. Over the same range the line ratio rises from $0.0067$ to $0.535$: warming brings the ratio of the two lines toward one. Their difference stays at $2\times0.31416=0.6283\,a_0^2$, because Eq.~(\ref{anti}) ties it to the response, which for this oscillator does not depend on temperature. That independence belongs to the harmonic potential; in an anharmonic well the response to a push changes with $T$ through the populations in Eq.~(\ref{imlines}).

\section*{Calculated quantities}
\begin{verbatim}
FOUR-LEVEL MODEL (hbar = 1, energy unit eps)
levels [eps]: [0.  0.  0.6 1.6]  beta [1/eps]: 1.5
w[eps]  W(+w)     W(+w) from response  W(-w)     W(-w)/W(+w)
0.6     0.734694  0.734694             0.298704  0.406570
1.0     0.117905  0.117905             0.026308  0.223130
1.6     0.937101  0.937101             0.085012  0.090718
zero-frequency weight C0 [A^2]: 0.264104
isothermal static susceptibility [A^2/eps]: 3.097760
Kubo static susceptibility [A^2/eps]: 2.701604
beta*C0 [A^2/eps]: 0.396156
pulse energy, propagated [eps]: 2.92099e-06
pulse energy, from Im chi [eps]: 2.92600e-06
apparent beta per line, canonical [1/eps]: [1.5 1.5 1.5]
apparent beta per line, non-canonical [1/eps]: [ 3.4657 -1.0986  0.613 ]
THERMAL OSCILLATOR (Hartree atomic units)
mass [m_e]: 1000   Omega [E_h/hbar]: 0.0050
kT [E_h]: 0.0040   temperature [K]: 1263.1
beta*hbar*Omega: 1.2500   exp(-beta*hbar*Omega): 0.286505
Bose occupation n: 0.401551
factor 1-exp(-beta*hbar*Omega): 0.713495
impulse-response amplitude [a0^2/hbar]: 0.200000
area of Im chi line at +Omega [a0^2/hbar]: 0.314159
area of S line at +Omega, from C(t) [a0^2]: 0.880621
area of S line at +Omega, from Im chi [a0^2]: 0.880621
area of S line at -Omega, from C(t) [a0^2]: 0.252302
ratio of S lines, -Omega to +Omega: 0.286505
position variance from grid density [a0^2]: 0.180310
sum of both S areas over 2 pi [a0^2]: 0.180310
zero-point variance [a0^2]: 0.100000
kT[E_h] line ratio exp(-x)  <x^2>[a0^2] coth form  classical
0.001   0.006738   0.006738 0.101357    0.101357   0.040000
0.002   0.082085   0.082085 0.117885    0.117885   0.080000
0.004   0.286505   0.286505 0.180310    0.180310   0.160000
0.008   0.535261   0.535261 0.330349    0.330349   0.320000
\end{verbatim}
